# Folded phonon wavevectors and new zone-centre modes in hexagonal SiC

Silicon carbide is a stack of Si–C bilayers with vertical spacing $d$. The hexagonal polytype $n$H repeats after $n$ bilayers, so its axial period is $c=nd$. Bilayer $j$ has an orientation $\sigma_j=\pm1$, which fixes the lateral positions:

- the plane Si$_j$ is at lateral position $\mathbf p_j$ and height $jd$;
- the plane C$_j$ is at $\mathbf p_{j+1}=\mathbf p_j+\sigma_j\mathbf s$ and height $jd+b/3$.

Here $b$ is the bond length, $d=4b/3$ for ideal tetrahedra, and $\mathbf s$ is a horizontal vector of length $\sqrt{8}\,b/3$ for which $3\mathbf s$ is a lattice vector. The orientation sequences are $+-$ for 2H, $++--$ for 4H and $+++---$ for 6H. In cubic 3C all signs are equal.

The vibrations are harmonic and have zero in-plane wavevector, so all atoms of a plane move together. Long-range polar fields, and with them the splitting of longitudinal and transverse optical modes at the zone centre, are left out. Hartree atomic units are used.

## (a) Which wavevectors fold to the zone centre?

**Question.** Describe the axial phonons of 3C by one bilayer per primitive cell. Which of their wavevectors $q$ become zone-centre wavevectors of $n$H, and how many modes result?

**Solution.** In 3C the primitive translation $(\mathbf s,d)$ carries one bilayer into the next. Since the in-plane wavevector is zero, the lateral part $\mathbf s$ adds nothing to the Bloch phase, which is $e^{iqd}$ per bilayer. Distinct values of $q$ fill the interval from $-\pi/d$ to $\pi/d$; its end is the point L of the cubic zone.

A zone-centre mode of $n$H repeats unchanged after one period. A wave $e^{iqdj}$ does so if

$$e^{iqnd}=1\quad\Longrightarrow\quad q_m=\frac{2\pi m}{nd},\qquad m\ \text{integer}.$$

Changing $m$ by $n$ changes $q_m$ by $2\pi/d$ and leaves every $e^{iq_mdj}$ the same. There are therefore $n$ distinct wavevectors, with $|m|\le n/2$. Measured from the centre to the edge of the one-bilayer zone,

$$\boxed{x_m=\frac{|q_m|}{\pi/d}=\frac{2|m|}{n}}$$

This gives $x=0,1$ for 2H, $x=0,\tfrac12,1$ for 4H, and $x=0,\tfrac13,\tfrac23,1$ for 6H. For $0<|m|<n/2$ the values $m$ and $-m$ are distinct waves with the same $x$. At $m=n/2$ they are the same wave.

In general, a polytype phonon of axial wavevector $k$ satisfies $e^{iqnd}=e^{iknd}$, so $q=k+2\pi m/(nd)$. The added terms are multiples of the polytype's reciprocal vector $2\pi/c$. A longer period has a shorter reciprocal vector, and more points of the original branch reach $k=0$.

One bilayer has two atoms and six branches. The $n$ wavevectors thus supply $6n$ modes, equal to the $3\times2n$ degrees of freedom of the $n$H cell. Folding relabels vibrations and creates none.

The number $n$ must count bilayers in the primitive cell. A hexagonal cell of 3C holds three bilayers, but using it would place $x=2/3$ at a fictitious zone centre: the translation $(\mathbf s,d)$ still distinguishes those waves from $q=0$.

## (b) When are the frequencies those of 3C?

**Question.** Let each nearest-neighbour bond have spring constants $A$ along and $B$ across its direction. Let like atoms at distance $\sqrt{8/3}\,b$ be joined by a central spring $G$. Find the frequencies and their dependence on stacking.

**Solution.** A bond with unit vector $\hat{\mathbf r}$ has force matrix $A\hat{\mathbf r}\hat{\mathbf r}^T+B(1-\hat{\mathbf r}\hat{\mathbf r}^T)$. Three slanted bonds join Si$_j$ to C$_j$. Each has vertical component $1/3$ and horizontal length $\sqrt8/3$, with the horizontal directions $120^\circ$ apart. Summing $\hat{\mathbf r}\hat{\mathbf r}^T$ over them gives $\tfrac89\cdot\tfrac32=\tfrac43$ for each horizontal direction, $3\cdot\tfrac19=\tfrac13$ for the vertical one, and zero for all mixed terms. Transverse (T) and longitudinal (L) motions therefore separate, with constants

$$K_1^T=\tfrac43A+\tfrac53B,\qquad K_1^L=\tfrac13A+\tfrac83B .$$

The vertical bond from C$_j$ to Si$_{j+1}$ gives $K_2^T=B$ and $K_2^L=A$. Each atom has three like neighbours in the next plane of its kind. Their squared direction cosines are $\tfrac13$ horizontally, shared between two directions after summation, and $\tfrac23$ vertically. Hence

$$g^T=3G\cdot\tfrac13\cdot\tfrac12=\tfrac12G,\qquad g^L=3G\cdot\tfrac23=2G .$$

Reversing $\sigma_j$ reverses horizontal bond components. These sums are even in them, so they do not change: within this force model, every stacking gives the same chain. The spring $B$, like the transverse spring $\delta_T$ of part (c), is not invariant under a rigid rotation of the crystal. It stands in for bond bending and serves here only to supply shear constants between planes; it is not a complete force field.

Let $u_j$ and $v_j$ be the displacements of Si$_j$ and C$_j$ for one polarization. Then

$$M_{\rm Si}\ddot u_j=K_1(v_j-u_j)+K_2(v_{j-1}-u_j)+g(u_{j+1}+u_{j-1}-2u_j),$$
$$M_{\rm C}\ddot v_j=K_1(u_j-v_j)+K_2(u_{j+1}-v_j)+g(v_{j+1}+v_{j-1}-2v_j).$$

Insert $u_j=e_{\rm Si}e^{i(\theta j-\omega t)}/\sqrt{M_{\rm Si}}$ and $v_j=e_{\rm C}e^{i(\theta j-\omega t)}/\sqrt{M_{\rm C}}$, with $\theta=qd$. With $a_i=[K_1+K_2+2g(1-\cos\theta)]/M_i$ the equations become

$$(a_{\rm Si}-\omega^2)e_{\rm Si}=\frac{K_1+K_2e^{-i\theta}}{\sqrt{M_{\rm Si}M_{\rm C}}}e_{\rm C},\qquad
(a_{\rm C}-\omega^2)e_{\rm C}=\frac{K_1+K_2e^{i\theta}}{\sqrt{M_{\rm Si}M_{\rm C}}}e_{\rm Si}.$$

A nonzero solution requires the product of the left factors to equal the product of the right ones. Solving that quadratic gives

$$\omega^2=\frac{a_{\rm Si}+a_{\rm C}}2\pm\sqrt{\left(\frac{a_{\rm Si}-a_{\rm C}}2\right)^2+\frac{K_1^2+K_2^2+2K_1K_2\cos\theta}{M_{\rm Si}M_{\rm C}}} .$$

The zone-centre frequencies of $n$H are these values at $\theta_m=2\pi m/n$.

At $\theta=0$ the roots are $0$ and $(K_1+K_2)/\mu$, where $\mu=M_{\rm Si}M_{\rm C}/M$ and $M=M_{\rm Si}+M_{\rm C}$. For small $\theta$, the acoustic root is the product of the roots divided by their sum:

$$\omega^2\simeq\frac{\theta^2}{M}\left(2g+\frac{K_1K_2}{K_1+K_2}\right).$$

The two bond springs act in series, and the Si and C planes each add one $g$. A folded acoustic mode with $m\ne0$ has finite $\theta_m$ and hence finite frequency, although its polytype wavevector is zero.

## (c) What does the stacking do to the folded modes?

**Question.** Find the closest Si–C pair whose existence depends on the stacking. Give it a weak spring $\delta$ and find the frequency changes.

**Solution.** The planes Si$_j$ and C$_{j+1}$ are separated vertically by $d+b/3=5b/3$ and laterally by $(\sigma_j+\sigma_{j+1})\mathbf s$. For opposite orientations the lateral part vanishes: the atoms are eclipsed, at distance $1.67b$. For equal orientations it is $\pm2\mathbf s$, equivalent to $\mp\mathbf s$, and the distance is $\sqrt{8/9+25/9}\,b=1.91b$. Let the eclipsed pairs alone carry $\delta$, with separate values for T and L. The added energy per lateral cell is

$$V=\tfrac12\delta\sum_{j\in E}|v_{j+1}-u_j|^2,$$

where $E$ is the set of $N_h$ eclipsed interfaces in one period.

Take a normalized wave, $|e_{\rm Si}|^2+|e_{\rm C}|^2=1$, with amplitude $1/\sqrt n$ per bilayer. Its relative displacement across pair $j$ is

$$\frac{e^{i\theta j}w}{\sqrt n},\qquad w=\frac{e_{\rm C}e^{i\theta}}{\sqrt{M_{\rm C}}}-\frac{e_{\rm Si}}{\sqrt{M_{\rm Si}}} .$$

The diagonal change of $\omega^2$ is therefore $\delta N_h|w|^2/n$. The wave $-q$ has complex-conjugate amplitudes, so the coupling between $q$ and $-q$ has magnitude $\delta|w|^2|H_{2m}|/n$, with $H_p=\sum_{j\in E}e^{2\pi ipj/n}$. Diagonalizing this two-by-two problem gives, to first order in $\delta$,

$$\Delta\omega^2=\frac{\delta|w|^2}{n}\left(N_h\pm|H_{2m}|\right),\qquad 0<m<\frac n2 .$$

This requires the shift to be small compared with the distance in $\omega^2$ to other modes that $V$ can mix in. At $m=n/2$ there is one wave, and the shift is $\delta|w|^2N_h/n$.

In 4H and 6H there are two eclipsed interfaces, $n/2$ bilayers apart. Then $|H_{2m}|=|1+e^{2\pi im}|=2$, and the two shifts are $4\delta|w|^2/n$ and zero. The zero holds beyond first order. Combine $q$ and $-q$ into a standing wave with no relative displacement across one eclipsed pair. Half a period further on, both waves have acquired the same factor $e^{i\pi m}=(-1)^m$, so the other pair is not strained either. The spring exerts no force, and the frequency is unchanged. Further forces that distinguish the stackings could shift this mode too.

In 2H every interface is eclipsed. The added springs then repeat after one bilayer and mix no different $q_m$, but they alter the dispersion. The folding positions hold while the frequencies differ from those of 3C.

## (d) Which symmetries do the folded modes have?

**Question.** Use $\sigma_{j+n/2}=-\sigma_j$, true for 2H, 4H and 6H, to classify the modes and decide which can mix.

**Solution.** The sum $\mathbf p_j+\mathbf p_{j+n/2}$ does not depend on $j$, because advancing $j$ adds $(\sigma_j+\sigma_{j+n/2})\mathbf s=0$. A $180^\circ$ rotation about the vertical axis at half this sum, followed by a rise of $c/2$, therefore carries plane $j$ onto plane $j+n/2$. This screw operation is a symmetry of the crystal.

Moving a wave up by $n/2$ bilayers multiplies it by $e^{-i\pi m}=(-1)^m$. The rotation leaves a vertical displacement unchanged and reverses a horizontal one. The screw eigenvalue is thus $(-1)^m$ for longitudinal and $-(-1)^m$ for transverse modes. Longitudinal modes are also unchanged by threefold rotations and by the mirror containing $\mathbf s$ and the axis. In the point group $C_{6v}$, with B$_1$ taken as even under that mirror, the labels are:

| | even $m$ | odd $m$ |
|---|---|---|
| longitudinal | A$_1$ | B$_1$ |
| transverse | E$_1$ | E$_2$ |

There are $n/2$ even and $n/2$ odd values of $m$, with two branches per polarization. Each type occurs $n$ times, and with the double degeneracy of E the total is $n(1+1+2+2)=6n$. One A$_1$ and one E$_1$ are uniform translations. For 4H this gives four sets of each type, 24 modes in all.

Harmonic forces with the crystal's symmetry cannot mix different labels, so even and odd $m$ stay separate. The spring of part (c) shows this directly: its coupling between $m$ and $m'$ contains $H_{m'-m}$, which vanishes for odd $m'-m$ when the eclipsed interfaces are half a period apart.

## (e) Why do additional modes appear in spectra?

**Question.** Light has almost no wavevector on the scale $\pi/d$. Is folding to the zone centre enough to make a mode visible?

**Solution.** It is necessary for a first-order process, in which one phonon takes up the light's wavevector up to a reciprocal vector. It is not sufficient. Suppose that light responds equally to the internal displacement of every bilayer. The amplitude is then

$$P=\sum_j(v_j-u_j)\propto\sum_{j=0}^{n-1}e^{2\pi imj/n}=0\qquad(m\ne0).$$

With identical bilayers, this uniform response sees none of the folded modes. The crystal must also supply a stacking-dependent amplitude. Two sources are worked out below. A third, not modelled here, is a response whose strength differs between bilayers with different neighbours.

**Orientation of the response.** Let a stretched slanted bond change the polarizability in proportion to $(\hat{\mathbf r}\cdot\Delta\mathbf u)\hat{\mathbf r}\hat{\mathbf r}^T$, where $\Delta\mathbf u$ is the displacement of C relative to Si. Put $x$ along $\mathbf s$. For motion along $x$, the $xx$ change contains

$$\sum\hat r_x^3=\sigma_j\left(\frac{\sqrt8}{3}\right)^3\left(1-\frac18-\frac18\right)=\frac{4\sqrt2}{9}\sigma_j,$$

and the $yy$ change is its negative. The in-plane response carries the sign $\sigma_j$, and its amplitude is

$$Q=\sum_j\sigma_j(v_j-u_j)=\frac{S_m r}{\sqrt n},\qquad S_m=\sum_j\sigma_je^{2\pi imj/n},$$

with $r=e_{\rm C}/\sqrt{M_{\rm C}}-e_{\rm Si}/\sqrt{M_{\rm Si}}$, for identical bilayer forces. Terms half a period apart cancel for even $m$ and add for odd $m$. This makes E$_2$ modes Raman active. For 4H, $|S_1|^2=|2(1+i)|^2=8$. For 6H, $|S_1|^2=|2(1+i\sqrt3)|^2=16$ and $|S_3|^2=|2(1-1+1)|^2=4$.

**Mixing by forces.** The $xz$ change contains $\sum\hat r_x^2\hat r_z=\tfrac89\cdot\tfrac32\cdot\tfrac13=\tfrac49$, without $\sigma_j$. Such a response sees an even-$m$ mode if stacking-dependent forces mix in some of the $m=0$ optical mode. E$_1$ and A$_1$ modes can gain strength in this way.

B$_1$ modes gain none. A vector has components of types A$_1$ and E$_1$, and a symmetric polarizability adds E$_2$. Neither contains B$_1$, so these modes are silent in first-order infrared and Raman spectra. They are at the zone centre all the same.

## (f) A numerical case

**Question.** Take the masses of Si and C, 51,196 and 21,895 electron masses, and the round parameters $b=3.60$ bohr, $A=0.110$, $B=0.020$, $G=0.005$, $\delta_T=0.001$ and $\delta_L=0.002$ $E_h/\text{bohr}^2$. Find the folded transverse acoustic modes and interpret them.

**Solution.** The spacing is $d=4.80$ bohr. For light of vacuum wavelength 500 nm and refractive index 2.7, backscattering transfers $q=4\pi(2.7)/(500\ \text{nm})$, which is $x=0.0055$. The smallest nonzero folded position considered here, $x=1/3$, is about 61 times larger. First-order scattering cannot reach it in 3C, but in 6H it lies at a zone centre.

The transverse constants are $K_1=0.180$, $K_2=0.020$ and $g=0.0025$. The formula of part (b) gives parent acoustic frequencies of 0.565, 0.804, 0.993 and 1.156 in $10^{-3}E_h$ at $x=\tfrac13,\tfrac12,\tfrac23,1$. The long-wave formula at $x=\tfrac13$ gives

$$\frac{\pi}{3}\sqrt{\frac{0.005+0.018}{73091}}=0.587\times10^{-3}E_h,$$

4% above the full value, because the branch bends downward.

Numerical diagonalization of the three-dimensional dynamical matrices, with the eclipsed spring included, gives the table below. The last column is a normalized squared response: $\mu Q^2/n$ for E$_2$ and $\mu P^2/n$ for E$_1$. The $m=0$ optical mode of identical bilayers has $\mu P^2/n=1$. The geometric factors of part (e) are left out. They belong to different tensor components, and their squares are $32/81$ for $xx$ (E$_2$) and $16/81$ for $xz$ (E$_1$), so entries of different symmetry are not on the same scale.

| mode | $10^{-3}E_h$ | cm$^{-1}$ | response |
|---|---|---|---|
| 2H, $x=1$, E$_2$ | 1.178 | 258.5 | $3.2\times10^{-3}$ |
| 4H, $x=\frac12$, E$_2$ | 0.804 | 176.5 | $2.6\times10^{-3}$ |
| 4H, $x=\frac12$, E$_2$ | 0.823 | 180.5 | $5.6\times10^{-4}$ |
| 4H, $x=1$, E$_1$ | 1.167 | 256.1 | $6.2\times10^{-6}$ |
| 6H, $x=\frac13$, E$_2$ | 0.565 | 123.9 | $1.5\times10^{-3}$ |
| 6H, $x=\frac13$, E$_2$ | 0.574 | 125.9 | $1.0\times10^{-4}$ |
| 6H, $x=\frac23$, E$_1$ | 0.993 | 217.9 | 0 |
| 6H, $x=\frac23$, E$_1$ | 1.007 | 220.9 | $4.2\times10^{-6}$ |
| 6H, $x=1$, E$_2$ | 1.163 | 255.3 | $3.6\times10^{-4}$ |

One member of each pair keeps its parent frequency, as part (c) requires; it is the lower one because $\delta>0$ was chosen. With $\delta_T=-0.001$ the upper member stays, and the order of the responses within each pair is reversed. The upper shift can be estimated by letting each bilayer move rigidly, $e_i=\sqrt{M_i/M}$, so that $|w|^2=2(1-\cos\theta)/M$. For 4H at $\theta=\pi/2$,

$$\Delta\omega^2\simeq\frac{4(0.001)}4\cdot\frac2{73091}=2.7\times10^{-8}E_h^2 .$$

The computed pair gives $(0.8226^2-0.8044^2)\times10^{-6}=3.0\times10^{-8}E_h^2$. The estimate is about 8% low, since it neglects internal motion of the bilayer.

The E$_1$ response of 4H at $x=1$ can also be traced. Rigid bilayers give $|w|=2/\sqrt M$, and the $m=0$ optical mode has $|w|=1/\sqrt\mu$ with $\mu=15336$. With $|H_2|/n=\tfrac12$, the coupling is $\tfrac12(0.001)(0.00740)(0.00808)=2.99\times10^{-8}$. Dividing by the difference of squared frequencies, $(3.611^2-1.156^2)\times10^{-6}=1.17\times10^{-5}$, gives an admixture of $2.6\times10^{-3}$. Its square, $6.5\times10^{-6}$, is close to the computed $6.2\times10^{-6}$. The lower E$_1$ mode of 6H has zero response because its standing wave does not strain the eclipsed springs and so acquires no admixture.

The longitudinal branch of 4H has a B$_1$ pair at $x=\tfrac12$, at 313.9 and 320.6 cm$^{-1}$. It is folded and split like the E$_2$ pair, yet silent.

These frequencies belong to the chosen springs and are not predictions for real SiC. The responses describe one bond-stretching mechanism; measured intensities also depend on other polarizability changes, on the scattering geometry and on thermal occupation. The folding positions and symmetry labels do not depend on the values of the springs.
